# Choosing the Size-Grid Ratio for Island-Growth Rate Equations

## What scaling already says

An attachment brings one atom to an island. On a grid whose neighbouring sizes differ by \(\Delta\) atoms, a move to the next size costs \(\Delta\) atoms. Mass can balance on average only if a fraction \(1/\Delta\) of the attachments causes a move.

Let the grid be geometric, \(x_{k+1}=rx_k\), and let all islands capture at the same rate. Multiplying all sizes and the number of captured atoms by \(r\) maps the binned problem onto itself. For islands that started small, the variance \(V\) must then grow by \(r^2\) when the mean size \(m\) grows by \(r\), as in

\[
V=C(r)\,m^2 .
\]

True counting noise gives \(V\approx m\). The grid therefore creates a spread proportional to the size itself, even when number and mass are conserved. The setting discussed here is \(r\), in a growth calculation whose barriers may come from electronic-structure theory. It controls \(C(r)\), found below to be \((r-1)/2\).

## The hierarchy

Let \(n\) be the adatom density and \(N_s\) the density of islands of \(s\ge2\) atoms, both per surface site. The clock is the deposited coverage \(\theta=Ft\), with \(F\) in monolayers per second (ML/s). With the diffusion coefficient \(D\) in sites per second, \(R=D/F\). Islands are immobile, lose no atoms and do not merge; all deposited atoms first become adatoms on the substrate. In mean field,

\[
\frac{dn}{d\theta}=1-2\sigma_1Rn^2-Rn\sum_{s\ge2}\sigma_sN_s,
\]
\[
\frac{dN_s}{d\theta}=Rn(\sigma_{s-1}N_{s-1}-\sigma_sN_s)\quad(s\ge3).
\]

For dimers the gain term is \(\sigma_1Rn^2\). The capture number \(\sigma_s\) measures how effectively an island collects adatoms. The factor 2 in the first equation counts the two adatoms used by each nucleation.

## The split that conserves number and mass

Choose pivots \(x_1=2<x_2<\dots<x_M\) with gaps

\[
\Delta_k=x_{k+1}-x_k=\max[1,(r-1)x_k].
\]

An attachment turns \(x_k\) into \(x_k+1\). Give weight \(w_0\) to \(x_k\) and \(w_1\) to \(x_{k+1}\). Number and mass require

\[
w_0+w_1=1,\qquad w_0x_k+w_1(x_k+\Delta_k)=x_k+1 .
\]

Inserting the first condition in the second leaves \(w_1\Delta_k=1\), so

\[
w_1=\frac1{\Delta_k},\qquad w_0=1-\frac1{\Delta_k}.
\]

Both weights are non-negative because \(\Delta_k\ge1\). The conservation holds for the average over many islands: a single island cannot be split.

The flux between pivots is \(J_k=Rn\sigma_kN_k/\Delta_k\), where \(\sigma_k\) now means the capture number at \(x_k\). Hence

\[
\frac{dN_k}{d\theta}=J_{k-1}-J_k,\qquad J_0=\sigma_1^{\rm ad}Rn^2 .
\]

Here \(\sigma_1^{\rm ad}\) is the adatom–adatom capture number, previously written \(\sigma_1\). Summing over \(k\) cancels the internal fluxes and leaves \(dN/d\theta=J_0\) for the total island density \(N\). Weighting by size gives

\[
\sum_kx_k(J_{k-1}-J_k)=2J_0+\sum_k\Delta_kJ_k
=2J_0+Rn\sum_k\sigma_kN_k .
\]

This is what the adatoms lose, so \(n+\sum_kx_kN_k=\theta\).

The last pivot is an exception. No non-negative average of sizes up to \(x_M\) equals \(x_M+1\). We set \(\sigma_M=0\), which keeps both balances but stops growth there. The result is usable only while that bin is practically empty.

## Why a good island density proves little

Suppose \(\sigma_s=\alpha+\beta s\). With \(M_{\rm isl}=\sum_kx_kN_k\) and an empty last bin,

\[
\sum_k\sigma_kN_k=\alpha N+\beta M_{\rm isl}.
\]

The equations for \(n\), \(N\) and \(M_{\rm isl}\) then close among themselves and contain no gap. Their solution does not depend on \(r\). For \(\sigma_s=3+0.05s\), \(R=10^6\) and \(\theta=0.1\) ML, a grid with \(r=2\) reproduced the \(N\) of the grid holding every size to a relative \(9\times10^{-16}\). Agreement in \(N\) is thus no evidence that the size distribution has converged.

## The broadening

One binned attachment changes the mean squared size by

\[
\frac{(x_k+\Delta_k)^2-x_k^2}{\Delta_k}=2x_k+\Delta_k,
\]

whereas the true change is \((s+1)^2-s^2=2s+1\). The excess is \(\Delta_k-1\) per event.

Take islands that all start at \(s_0\), constant capture, and \(\Delta_k=(r-1)x_k\). Let \(\tau\) be the mean number of captured atoms per island. Then \(m=s_0+\tau\), and

\[
\frac{d\langle x^2\rangle}{d\tau}=2m+(r-1)m=(r+1)m .
\]

Since \(dm=d\tau\), integration gives \(\langle x^2\rangle=s_0^2+\tfrac12(r+1)(m^2-s_0^2)\). Subtracting \(m^2\),

\[
V=\frac{r-1}{2}\,(m^2-s_0^2).
\]

The true variance is \(m-s_0\). For \(r=1.1\) and growth from 20 to 220 atoms, the formula gives \(0.05(48\,400-400)=2400\), against a true value of 200. A matrix exponential of the binned process also gave 2400.00.

Could \(r\) be made small enough to resolve counting noise? Counting noise adds 1 to the variance per captured atom, and the grid adds a further \(\Delta_k-1\). The average gap during growth would have to stay close to one atom, and almost nothing would be saved. Geometric bins suit distributions whose width comes mainly from different birth times.

For such a distribution, let \(m_i\) be the mean size of islands born together and \(v\) the true variance divided by the squared mean size \(\bar s^2\). With constant capture, each group gains about \((r-1)m_i^2/2\). If counting noise is small, \(\langle m_i^2\rangle\approx\bar s^2(1+v)\), so

\[
\delta v\approx\frac{r-1}{2}(1+v).
\]

Capture that rises with size stretches the spread further. To leading order in the deviation from \(m\), the variance within a group obeys

\[
\frac{dV}{dm}=(r-1)m+\frac{2\sigma'(m)}{\sigma(m)}V .
\]

If \(\sigma\propto s^p\), then \(\sigma'/\sigma=p/m\). Inserting \(V=cm^2\) gives \(2c=(r-1)+2pc\), hence \(c=(r-1)/[2(1-p)]\). The broadening is larger by \(1/(1-p)\) for \(0<p<1\), provided \(c\ll1\) and \(m\gg s_0\); the estimate degrades as \(p\) approaches 1.

## The error in island density

The added width affects \(N\) through the curvature of the capture law. An expansion to second order in the spread, which is only rough for broad distributions, gives

\[
\langle\sigma\rangle\approx\sigma(\bar s)+\tfrac12\sigma''(\bar s)V .
\]

For concave capture, \(\sigma''<0\), so the added width lowers the mean capture number \(\bar\sigma\). After the initial transient, deposition nearly balances capture, \(n\approx1/(R\bar\sigma N)\). Therefore

\[
\frac{dN}{d\theta}\approx\frac{\sigma_1^{\rm ad}}{R\bar\sigma^2N^2},
\qquad
N^3\approx\frac{3\sigma_1^{\rm ad}\theta}{R\bar\sigma^2},
\]

where the integration holds \(\bar\sigma\) fixed. For a relative shift of \(\bar\sigma\) that stays the same during growth, \(\delta N/N\approx-\tfrac23\,\delta\bar\sigma/\bar\sigma\): the grid produces too many islands. If the shift builds up as the islands grow, its final value overstates the error in \(N\).

With the strongly curved law \(\sigma_s=2\sqrt s\), \(R=10^6\) and \(\theta=0.1\) ML, the excess relative to the full hierarchy was 1.58 % at \(r=1.4\) and 0.54 % at \(r=1.2\). It fell by more than the factor 2 of a linear law. Linear extrapolation of \(N\) from these two grids is therefore unreliable.

## Integrating without tiny steps

Adatoms relax at a rate of about \(R\bar\sigma N\approx1/n\) per monolayer, much faster than islands evolve. An implicit step avoids following each relaxation time. For a stage of length \(h'\) with known base values \(B_0\) for adatoms and \(B_k\) for islands, define \(G_k=h'Rn\sigma_k/\Delta_k\). Then

\[
(1+G_k)N_k=B_k+G_{k-1}N_{k-1}\quad(k\ge2),
\]
\[
(1+G_1)N_1=B_1+h'\sigma_1^{\rm ad}Rn^2 .
\]

For a trial \(n\), one upward sweep gives all \(N_k\). The remaining scalar equation is

\[
n+h'Rn\Big(2\sigma_1^{\rm ad}n+\sum_k\sigma_kN_k\Big)=B_0+h' .
\]

Adding the size-weighted island equations turns it into

\[
n+\sum_kx_kN_k(n)=B_0+\sum_kx_kB_k+h' .
\]

Its root is unique if all base values are non-negative. To see this, define the tail sums \(T_j=\sum_{k\ge j}N_k\) and \(b_j=\sum_{k\ge j}B_k\). Summing the island equations above \(j\) gives \(T_{j+1}=b_{j+1}+G_j(T_j-T_{j+1})\), or

\[
T_{j+1}=\frac{b_{j+1}+G_jT_j}{1+G_j}.
\]

The first tail, \(T_1=b_1+h'\sigma_1^{\rm ad}Rn^2\), rises with \(n\). If \(T_j\ge b_j\ge b_{j+1}\), the weighted average \(T_{j+1}\) is at least \(b_{j+1}\) and cannot fall when \(T_j\) or \(G_j\) rises. By induction no tail falls with \(n\). Since \(\sum_kx_kN_k=2T_1+\sum_j\Delta_jT_{j+1}\), the left side of the mass equation rises strictly and without bound. At \(n=0\) it lies below the right side, so there is one positive root.

Two such stages give second order in the step \(h\). With \(y\) the vector of all densities and \(f\) its derivative,

\[
y_a=y_0+\gamma hf(y_a),
\]
\[
y_1=y_0+(1-\gamma)hf(y_a)+\gamma hf(y_1).
\]

The stage weights are \(1-\gamma\) and \(\gamma\), at times \(\gamma h\) and \(h\). Second order requires \((1-\gamma)\gamma+\gamma=\tfrac12\), hence \(\gamma=1-1/\sqrt2\), the root below 1. Each stage obeys the linear mass balance, and so does the full step.

The second base is \((1+\sqrt2)y_a-\sqrt2\,y_0\). It can be negative where a density drops quickly, so positivity must be monitored. In the \(2\sqrt s\) case, the summed absolute error of the full distribution, relative to \(N\) from an explicit high-order integration, fell from \(4.1\times10^{-4}\) to \(1.0\times10^{-4}\) when 400 steps became 800.

## An example in the regime of Al on Al(111)

Rough inputs are an adatom barrier of 0.04 eV, an attempt rate of \(10^{12}\) s\(^{-1}\) and a neighbour distance \(a=0.286\) nm. We choose 60 K, \(F=0.001\) ML/s and \(\theta=0.1\) ML, reached after 100 s. The model capture law is \(\sigma_s=3+0.05\sqrt s\), with \(\sigma_1^{\rm ad}=3.05\).

With \(k_BT=5.17\) meV, the hop rate is \(10^{12}e^{-40/5.17}=4.37\times10^8\) s\(^{-1}\). We take this as the total rate of uncorrelated hops of length \(a\). Hops between neighbouring, equally deep hollow sites have length \(a/\sqrt3\); they give the same diffusion if the rate applies to each of their three directions. The area per site is \(\sqrt3a^2/2\), so \(D\) is the hop rate times \(a^2/4\) divided by this area, or the hop rate divided by \(2\sqrt3\). This gives \(1.26\times10^8\) sites/s and \(R=1.26\times10^{11}\).

The full hierarchy of 5999 sizes gives \(N=7.37\times10^{-5}\) per site, or \(1.04\times10^{11}\) cm\(^{-2}\). The mean size is \(0.1/(7.37\times10^{-5})=1357\) atoms, and \(v=0.209\). The final adatom density is \(2.26\times10^{-8}\). Over the whole run, the adatoms pass through about three million relaxation times; the calculation used 500 implicit steps.

At fixed physical inputs and step count, the grids give:

| \(r\) | bins | error in \(N\) | \(v\) | islands above \(2\bar s\) |
|---|---|---|---|---|
| 1.2 | 63 | +0.27 % | 0.355 | 5.6 % |
| 1.1 | 113 | +0.14 % | 0.281 | 3.6 % |
| 1.05 | 208 | +0.07 % | 0.245 | 1.1 % |
| 1.025 | 384 | +0.03 % | 0.226 | 0.2 % |

Errors in \(N\) are relative to the full hierarchy, whose computed fraction above \(2\bar s\) is below \(10^{-10}\). The large-island tail in the table is therefore a grid artefact.

At \(r=1.05\), the constant-capture estimate is \(\delta v=0.025\times1.209=0.030\); the observed value is 0.036, larger by a factor 1.18. At the mean size the local exponent is \(p=\bar s\sigma'/\sigma=0.19\), for which the stretching factor would be 1.23. Two things lower it. Each island had a smaller \(p\) earlier in its growth; integrating the variance equation along the growth and averaging over the final sizes gives 1.21. The excess per event is also \(\Delta_k-1\), not the \(\Delta_k\) used in the estimate, which brings the factor to 1.17.

If \(v(r)=v_0+A(r-1)+\dots\), two grids remove the linear term:

\[
v_0\approx2v(1.025)-v(1.05)=0.208 .
\]

This is 0.001 below the full result. The extrapolation corrects this moment, not the false tail.

## How this compares with a real surface

The temperature of 60 K was chosen because the small barrier still allows fast diffusion there. The density \(1.04\times10^{11}\) cm\(^{-2}\) is a model result, not a measurement. Since \(N\propto R^{-1/3}\) at fixed \(\bar\sigma\), a barrier error of 10 meV alone changes it by about \(e^{10/(3\times5.17)}=1.9\).

Adatom repulsion can change \(N\) either way, since \(N^3\propto\sigma_1^{\rm ad}/\bar\sigma^2\): weaker nucleation lowers it, weaker capture by islands raises it. If a rough 10 meV penalty, applied only to nucleation, reduced \(\sigma_1^{\rm ad}\) by its full Boltzmann factor of 0.145, \(N\) would be multiplied by 0.49, giving about \(5\times10^{10}\) cm\(^{-2}\). This is the largest reduction that such a penalty on nucleation alone can cause: capture is also limited by diffusion towards the partner, so the real reduction is smaller. Island contact also matters: equal discs placed at random would have a 33 % chance of touching a neighbour. Real nuclei avoid one another to some extent, so this is a rough indication.

Smaller effects are deposition on top of islands, 5 % of the deposit on average, and dimer migration. With a rough dimer barrier of 0.10 eV, a dimer meets an island at 0.40 s\(^{-1}\) but captures an adatom at 8.7 s\(^{-1}\). This margin is narrow: the two rates become equal at 0.084 eV. Including mobile dimers lowers \(N\) by about 1 % for 0.10 eV but by about 18 % for 0.08 eV. For compact islands, a diffusion estimate using the model's total capture gives a \(\sigma\) close to the model's 4.8 at the mean size. Agreement at one size and coverage does not validate the law at other sizes; for dimers the same estimate gives only about half the model value. Branched islands would need another law, and they are the likely case at 60 K: an island of mean size receives about 14 atoms per second, and with the same attempt rate, hops along its edge keep pace only for edge barriers below about 0.13 eV.

The width also lacks a contribution. Mean field gives a relative width \(\sqrt v=0.46\) from birth times. Random capture zones alone have a relative area spread of about 0.5, which the model omits. A converged grid does not repair this.

## Choosing the setting

- **Island density.** For weakly curved capture as in this example, \(r=1.2\) is ample: its 0.27 % error is far below the uncertainty from the barrier. For stronger curvature, compare two values of \(r\).
- **Width.** For a tolerated error \(\delta v\), start from \(r-1\approx2\delta v/(1+v)\), and reduce it if capture rises with size. With \(v=0.21\), \(\delta v=0.01\) suggests \(r\approx1.017\). Two-grid extrapolation is an alternative.
- **Tail or sharp front.** Use every size from the dimer up to the end of the range concerned, because broadening acquired at smaller sizes is carried along. Conservation does not validate the tail.
- **Largest size.** Away from the unit-gap region the number of bins grows as \(\ln x_M/\ln r\), so a high last pivot is cheap. Here \(x_M\) exceeded \(2\times10^5\) atoms on the geometric grids, and the last bin held a negligible share of the mass.
- **Detachment.** If islands also lose atoms, a loss from \(x_k\) must move a fraction \(1/\Delta_{k-1}\) downwards. It changes the mean squared size by \(-2x_k+\Delta_{k-1}\), instead of \(-2s+1\). When gains and losses nearly cancel, the drift cancels but the broadening adds. The variance from random gains and losses is then too large by a factor of order \(\Delta\), and a value of \(r\) chosen for irreversible growth need not suffice.

The numerical output below gives the remaining digits.

## Numbers as computed

```
single-size test: r 1.1, start 20 atoms, mean 220.0 atoms
  variance binned 2400.00, formula 2400.00, true 200 atoms^2
test hierarchy: D/F 1e+06, coverage 0.1 ML, capture 2 sqrt(s)
  distribution error, 400 / 800 steps: 4.14e-04 / 1.03e-04
  island excess, r=1.4 / r=1.2: 1.58 / 0.54 %
affine capture 3+0.05s: relative change of N, r=2 against all sizes: 8.9e-16
example: T 60 K, flux 0.001 ML/s, coverage 0.1 ML, time 100 s
  barrier 0.04 eV, attempt rate 1e+12 1/s, neighbour distance 0.286 nm
  kT 5.170 meV, site area 0.0708 nm^2, hop rate 4.367e+08 1/s
  D 1.261e+08 sites/s, D/F 1.261e+11, adatom-adatom capture number 3.05
full hierarchy: 5999 sizes, 500 steps
  island density 7.3690e-05 per site = 1.0403e-03 nm^-2 = 1.040e+11 cm^-2
  adatom density 2.257e-08 per site, mean size 1357.0 atoms
  typical island spacing 31.0 nm
  relative variance 0.2090, relative width 0.457
  fraction of islands above twice the mean size 1.68e-11
r=1.2: 63 bins, N error +0.269 %, relative variance 0.3553, tail 5.61e-02
r=1.1: 113 bins, N error +0.136 %, relative variance 0.2813, tail 3.58e-02
r=1.05: 208 bins, N error +0.066 %, relative variance 0.2445, tail 1.12e-02
r=1.025: 384 bins, N error +0.031 %, relative variance 0.2263, tail 2.15e-03
variance extrapolated from r=1.05 and 1.025: 0.2080
variance excess at r=1.05: observed 0.0355, constant-capture estimate 0.0302
r=1.05, doubling the steps changes N by -0.0007 %
largest relative mass error 1.9e-15
largest relative number error 3.7e-16
largest mass share in last bin 1.0e-31
most negative bin / N during run: full 0.0e+00, r=1.025 0.0e+00
neglected, rough inputs: dimer barrier 0.1 eV, binding 0.5 eV, repulsion 10 meV
  dimer: growth 8.74 1/s, meets island 0.404 1/s, breaks up 4.4e-34 1/s
  repulsion: nucleation capture x 0.145, island density x 0.487
  deposited on top of islands (mean share) 5.0 %
  islands touching a neighbour if placed at random 33 %
  capture number at mean size: model 4.84, diffusion estimate 4.85
  relative width of random capture-zone areas 0.50
  tunnelling crossover temperature 7.6 K
```
